Wagner's Criterion for the Transition from Internal to External Oxidation

## First derivation: concentration profiles and flux balances

An alloy contains 5.25 at.% of a solute whose oxide takes up twice the volume of the alloy that held the same number of metal atoms. If every solute atom were oxidized where it sat, the oxide would fill 10.5% of the original volume. In the example worked out below, the oxide formed inside the alloy fills 30%. The precipitates therefore hold 2.86 times as much solute as the alloy originally had in that region. The excess must have come from deeper in the alloy, and the amount that arrives decides whether the oxide stays a dispersion or closes into a continuous layer.

**The model**

The alloy consists of a noble metal A and a solute B. It fills the half-space x > 0. Oxygen dissolves at the surface x = 0, diffuses inward and combines with B to form the oxide BO_ν, which has ν oxygen atoms per atom of B. Metal A does not oxidize. All amounts are counted per metal site of the original alloy:

c(x,t) = dissolved oxygen, with the fixed surface value N_S
n(x,t) = dissolved solute, with the initial value N_B
f = solute held in precipitates

The diffusivities D_O of oxygen and D_B of solute are constant. Swelling is ignored, so x is measured on the original lattice and one molar volume V_m converts all amounts to concentrations. It then cancels from every balance below.

Three further assumptions define the reaction. The solubility product of the oxide is negligible, so dissolved oxygen and dissolved solute cannot coexist. The precipitates do not move. They also do not slow the oxygen until their volume fraction reaches a critical value g*. At that value the oxide is taken to block the inward path of oxygen, and internal oxidation gives way to an external scale. This last statement is a closure: the diffusion problem gives the amount of oxide, but it does not say how much oxide is enough to block. The value of g* has to be supplied.

Let V_ox be the volume of oxide per mole of B in it. The oxide volume fraction, referred to the original volume of the alloy, is

g = f V_ox/V_m. (1)

The critical amount of precipitated solute is therefore

N_max = g* V_m/V_ox. (2)

The problem is to find the initial fraction N_B for which f equals N_max.

**The front and the two profiles**

Since oxygen and solute cannot coexist, a sharp front at x = ξ(t) separates them. Oxygen is present for x < ξ, and dissolved solute for x > ξ. Both vanish at the front.

The half-space contains no length of its own, and the mole fractions have no dimension. The lengths that can be formed are √(D_O t) and √(D_B t), whose ratio is constant. The front must therefore follow

ξ = 2γ√(D_O t), (3)

with a constant γ to be found. In terms of the solute diffusion length the same position is

ξ = 2u√(D_B t), u = γ√(D_O/D_B). (4)

The number u compares the advance of the front with the distance over which solute can diffuse in the same time. A small u means a front that is slow on the scale of solute diffusion.

Each dissolved species obeys ∂N/∂t = D ∂²N/∂x² on its own side of the front. Let N depend on η = x/(2√(Dt)) alone. Since ∂η/∂t = −η/(2t) and ∂η/∂x = 1/(2√(Dt)), the equation becomes

−(η/2t) N′ = D N″/(4Dt),

which gives

N″ + 2η N′ = 0.

Hence N′ is proportional to exp(−η²), and N is a constant plus a multiple of the error function

erf η = (2/√π) ∫₀^η exp(−y²) dy, erfc η = 1 − erf η.

For oxygen, c = N_S at η = 0 and c = 0 at η = γ, so

c = N_S [1 − erf(x/(2√(D_O t)))/erf γ], x < ξ. (5)

For solute, n = 0 at η = u and n → N_B as η → ∞, so

n = N_B [1 − erfc(x/(2√(D_B t)))/erfc u], x > ξ. (6)

The limit η → ∞ covers both the deep interior at any time and every x > 0 at the initial time.

**Solute balance at the front**

In a time dt the front sweeps a strip of thickness dξ and leaves in it the precipitate amount f dξ. The dissolved solute just ahead of the front is zero, so the sweep itself collects none. All of it arrives by diffusion. The solute concentration increases with x, so its flux points toward the surface and has magnitude D_B ∂n/∂x. Therefore

f dξ/dt = D_B ∂n/∂x at x = ξ⁺. (7)

The derivative of erfc η is −(2/√π) exp(−η²), so (6) gives

∂n/∂x = N_B exp(−u²)/[√(πD_B t) erfc u].

From (4), dξ/dt = u√(D_B/t). Insert both in (7) and divide by dξ/dt. The factors √D_B and √t cancel:

f = N_B/F(u), F(u) = √π u exp(u²) erfc u. (8)

To see how F behaves, write the integral for erfc u with y = u + s. Since y² = u² + 2us + s²,

exp(u²) erfc u = (2/√π) ∫₀^∞ exp(−s² − 2us) ds. (9)

The right side falls as u grows. Multiply it by √π u and set v = 2us:

F(u) = ∫₀^∞ exp(−v − v²/(4u²)) dv. (10)

This rises with u and stays below ∫₀^∞ exp(−v) dv = 1. So f is greater than N_B for every finite u: the precipitates are enriched. A slow front leaves time for solute to arrive and is strongly enriched. A fast front oxidizes the solute nearly in place, with F close to 1.

**Oxygen balance at the front**

Oxygen arriving from the surface side is consumed at ν atoms per precipitated solute atom:

−D_O ∂c/∂x = ν f dξ/dt at x = ξ⁻. (11)

The minus sign appears because c falls with x while its flux points inward. From (5), the left side is

N_S √(D_O/(πt)) exp(−γ²)/erf γ.

From (3), the right side is ν f γ√(D_O/t). Cancelling √(D_O/t) and rearranging gives

N_S = ν f √π γ exp(γ²) erf γ. (12)

Once f is given, this relation does not contain D_B. The oxygen has to fill a zone with a known density of sinks, and it does not matter to the oxygen how the solute got there.

**One threshold**

For a given alloy, both f and γ are unknown. Eliminate f between (8) and (12). The factor √π cancels, and u/γ = √(D_O/D_B):

N_B = (N_S/ν) √(D_O/D_B) exp(u²) erfc u/[exp(γ²) erf γ]. (13)

As γ grows, so does u. The numerator then falls by (9), and the denominator rises. Thus N_B falls steadily with γ, and each alloy has one value of γ. By (12), f also falls as γ grows. It follows that f rises with N_B, so it passes through N_max once. Alloys below that composition oxidize internally, and alloys above it reach the blocking fraction.

At the threshold f = N_max, and the two balances can be used one after the other:

√π γ exp(γ²) erf γ = N_S/(ν N_max), (14)

N_crit = N_max F(u), u = γ√(D_O/D_B). (15)

Equation (14) fixes γ from the oxygen side, and (15) then gives the threshold without further solving.

**Wagner's formula as a limit**

Suppose the alloy dissolves little oxygen, so that N_S ≪ ν N_max. Then γ is small. To leading order erf γ = 2γ/√π and exp(γ²) = 1, and (14) becomes 2γ² = N_S/(ν N_max). With the dimensionless permeability ratio

P = N_S D_O/(ν D_B), (16)

multiplication by D_O/D_B gives

u = √(P/(2N_max)). (17)

In this regime N_S and D_O enter as the product N_S D_O, the oxygen permeability.

If u is small as well, then F(u) = √π u to leading order. Equation (15) becomes N_max √π √(P/(2N_max)), which is

N_W = √(π P N_max/2). (18)

With (2) and (16) written out, Wagner's criterion for an external scale is

N_B > N_W = [π g* N_S D_O V_m/(2ν D_B V_ox)]^(1/2). (19)

A lower oxygen permeability or a faster solute lowers the required solute fraction. A more voluminous oxide does so too, since fewer precipitated atoms then fill the critical volume. The two conditions behind (19) are separate. Small γ says that dissolved oxygen is dilute compared with the oxygen bound in the precipitates. Small u says that the front is slow compared with solute diffusion. The first can hold very well while the second fails, because u contains the large factor √(D_O/D_B).

**The example**

The parameters are round model values: N_S = 3.0×10⁻⁵, D_O = 10⁻¹¹ m²/s, D_B = 10⁻¹⁴ m²/s, ν = 1.5, V_m = 7 cm³/mol, V_ox = 14 cm³/mol and g* = 0.3. Then

N_max = 0.3 × 7/14 = 0.150
P = 3.0×10⁻¹⁶/(1.5 × 10⁻¹⁴) = 0.0200
N_W = √(π × 0.0200 × 0.150/2) = 0.0686

Wagner's formula asks for 6.86 at.% solute. For the full model, (14) gives γ = 0.00816, so the first condition is met. But u = 0.00816 × √1000 = 0.258, which is not very small. Here exp(u²) erfc u = 0.764, and

F = √π × 0.2582 × 0.7643 = 0.350
N_crit = 0.150 × 0.350 = 0.0525

The threshold of the model is 5.25 at.%, and Wagner's formula lies 31% above it. The enrichment at the threshold is 1/F = 2.86, the factor met at the start. After 100 h, or 3.6×10⁵ s, the front at this composition would be at

ξ = 2 × 0.00816 × √(10⁻¹¹ × 3.6×10⁵) m = 3.1×10⁻⁵ m,

or 31 µm. The solute diffusion length √(D_B t) is 60 µm, so the front has moved about half that length. This is why treating it as stationary is a rough approximation here.

**High permeability**

Changing N_S alone changes the permeability and gives these thresholds:

N_S D_O = 3×10⁻¹⁸ m²/s: N_W = 0.0069, N_crit = 0.0067
N_S D_O = 3×10⁻¹⁷ m²/s: N_W = 0.0217, N_crit = 0.0198
N_S D_O = 3×10⁻¹⁶ m²/s: N_W = 0.0686, N_crit = 0.0525
N_S D_O = 3×10⁻¹⁵ m²/s: N_W = 0.217, N_crit = 0.105
N_S D_O = 3×10⁻¹⁴ m²/s: N_W = 0.686, N_crit = 0.141

At low permeability the two agree closely. At high permeability N_W grows as the square root of N_S D_O and passes N_max = 0.150, whereas N_crit stays below it, as F < 1 requires. An alloy with N_B = N_max already holds enough solute to reach g* without any enrichment. A formula that asks for more has been used outside its regime. By (18), N_W reaches N_max at P = 2N_max/π, which is 0.095 here.

## Second derivation: weighted balances, and a comparison

The symbols carried over are these. Oxygen c(x,t), with surface value N_S and diffusivity D_O, lies behind a front at ξ. Solute n(x,t), with initial value N_B and diffusivity D_B, lies ahead of it. Both vanish at the front. The precipitates hold f solute atoms per original metal site, with ν oxygen atoms each. The front moves as ξ = 2γ√(D_O t) = 2u√(D_B t). Blocking is assumed at f = N_max = g*V_m/V_ox, where g* is the critical oxide volume fraction and V_m and V_ox are the molar volumes. The first derivation gave

f = N_B/F(u), F(u) = √π u exp(u²) erfc u, (A)

N_S = ν f √π γ exp(γ²) erf γ, (B)

and hence N_crit = N_max F(u), with γ taken from (B) at f = N_max. With P = N_S D_O/(ν D_B), the limit of small γ and u is Wagner's threshold N_W = √(πP N_max/2).

Relations (A) and (B) can also be obtained without knowing either concentration profile. The front balances are still needed:

f dξ/dt = D_B ∂n/∂x at ξ⁺, (C)
ν f dξ/dt = −D_O ∂c/∂x at ξ⁻. (D)

**Why a weight is needed**

A plain count of solute says that the precipitates contain what the oxidized zone held at first, plus what the alloy ahead has lost:

f ξ = N_B ξ + ∫_ξ^∞ (N_B − n) dx.

This is true but does not determine f, because the integral depends on the unknown profile. The remedy is to count the loss with a weight that changes in space and time, chosen so that the unknown integral drops out.

**The solute relation**

Let d = N_B − n be the depletion. It obeys ∂d/∂t = D_B ∂²d/∂x² for x > ξ, equals N_B at the front, and vanishes far away and at the initial time. For any p > 0 take the weight

w = exp(−px − D_B p² t).

It satisfies ∂w/∂t = −D_B ∂²w/∂x², which is the diffusion equation with time reversed. Define

M(t) = ∫_ξ^∞ w d dx.

The lower limit moves, so the time derivative has a boundary term:

dM/dt = −(dξ/dt) w d|_ξ + ∫_ξ^∞ (d ∂w/∂t + w ∂d/∂t) dx.

By the two diffusion equations the last integral is

D_B ∫_ξ^∞ (w ∂²d/∂x² − d ∂²w/∂x²) dx.

The integrand is the x-derivative of w ∂d/∂x − d ∂w/∂x. This vanishes at infinity, so the integral equals

−D_B (w ∂d/∂x − d ∂w/∂x) at x = ξ.

At the front d = N_B, ∂d/∂x = −∂n/∂x and ∂w/∂x = −pw. Collecting terms,

dM/dt = w(ξ,t) [−N_B dξ/dt + D_B ∂n/∂x − D_B p N_B].

With (C) this becomes

dM/dt = w(ξ,t) [(f − N_B) dξ/dt − D_B p N_B]. (E)

Now integrate over all times. The depletion lies between 0 and N_B, so M is at most (N_B/p) exp(−D_B p² t), which vanishes as t → ∞. At t → 0 the depletion vanishes at every fixed x > 0 while w d stays below the integrable function N_B exp(−px), so M vanishes there too. Hence the right side of (E) integrates to zero:

(f − N_B) ∫₀^∞ w(ξ,t) (dξ/dt) dt = N_B ∫₀^∞ w(ξ,t) D_B p dt. (F)

The parabolic front law has not yet been used in this step, except that f has been taken out of the integral as a constant. Put s = p√(D_B t). Then

pξ = 2us, D_B p² t = s², dξ = (2u/p) ds, D_B p dt = (2s/p) ds.

The common factor 1/p cancels from (F), leaving

(f − N_B) 2u I = N_B ∫₀^∞ 2s exp(−s² − 2us) ds, (G)

where

I = ∫₀^∞ exp(−s² − 2us) ds.

For the integral on the right, note that

(2s + 2u) exp(−s² − 2us) = −(d/ds) exp(−s² − 2us).

Its integral from 0 to ∞ is 1, so the right side of (G) is N_B(1 − 2uI). The terms −2uI N_B on the two sides cancel, and

f · 2u I = N_B. (H)

Completing the square, s² + 2us = (s + u)² − u², gives I = (√π/2) exp(u²) erfc u. Thus 2uI = F(u), and (H) is relation (A).

The parameter p has disappeared. A different p weights different depths and times, but a front that follows √t looks the same after rescaling, so every choice leads to the same condition.

**The oxygen relation**

The oxygen occupies 0 < x < ξ. The flux at the surface is unknown, so the weight should vanish there. For any q > 0 take

w = sinh(qx) exp(−D_O q² t),

which again satisfies the time-reversed diffusion equation. Consider ∫₀^ξ w c dx. Its moving limit contributes nothing, because c = 0 at the front. The same integration as before gives

d/dt ∫₀^ξ w c dx = D_O [w ∂c/∂x − c ∂w/∂x] taken from 0 to ξ.

At x = ξ the second term vanishes, and by (D) the first is −ν f w(ξ,t) dξ/dt. At x = 0 the first term vanishes because w = 0. The second contributes +D_O N_S q exp(−D_O q² t), since the lower limit enters with a minus sign. So

d/dt ∫₀^ξ w c dx = −ν f w(ξ,t) dξ/dt + D_O N_S q exp(−D_O q² t).

The integral on the left vanishes at t = 0, where the zone has no thickness. It also vanishes as t → ∞, because qξ grows as √t while the exponent −D_O q² t falls as t. Integrating over time,

ν f ∫₀^∞ sinh(qξ) exp(−D_O q² t) (dξ/dt) dt = N_S/q.

With s = q√(D_O t), qξ = 2γs and dξ = (2γ/q) ds, this is

2γ ν f ∫₀^∞ sinh(2γs) exp(−s²) ds = N_S. (J)

Write sinh as half the difference of two exponentials and complete the square in each. The two integrals are (√π/2) exp(γ²)(1 + erf γ) and (√π/2) exp(γ²)(1 − erf γ). Half their difference is (√π/2) exp(γ²) erf γ, and (J) becomes relation (B). Setting f = N_max then gives the same threshold N_crit, and the same limit N_W, as before.

**How far Wagner's value lies from the model threshold**

The integral forms show the direction of the error. Since sinh(2γs) ≥ 2γs, the integral in (J) is at least 2γ ∫₀^∞ s exp(−s²) ds = γ. At threshold, therefore, N_S ≥ 2γ² ν N_max, which means u ≤ √(P/(2N_max)). Also I < √π/2 for u > 0, so F(u) < √π u. Together,

N_crit = N_max F(u) < N_max √π u ≤ N_W.

Within this model Wagner's formula errs toward too much solute, whatever the values of γ and u.

The size of the error for small γ follows by expanding exp(−2us) in I. Using ∫₀^∞ exp(−s²) ds = √π/2, ∫₀^∞ s exp(−s²) ds = 1/2 and ∫₀^∞ s² exp(−s²) ds = √π/4,

exp(u²) erfc u = 1 − 2u/√π + u² − …

For small γ this function is the ratio N_crit/N_W, and N_W = √π u N_max. To first order,

N_crit/N_W ≈ 1 − 2N_W/(πN_max). (K)

Since N_W² = πP N_max/2, the correction term multiplied by N_W is P. So (K) also reads N_crit ≈ N_W − P. In the example of the first half this gives 0.0686 − 0.0200 = 0.0486. The model value is 0.0525, so the first correction overshoots when u = 0.258. For small γ, Wagner's value is less than 10% above the model threshold as long as u < 0.087, or N_W/N_max < 0.154. With N_max = 0.15, that means values of N_W below about 2.3 at.%.

**A picture of the slow-front limit**

For small u, relation (A) is f = N_B/(√π u). Multiplying by ξ = 2u√(D_B t) gives

f ξ = 2N_B √(D_B t/π).

The right side is the amount collected by a stationary plane that absorbs all arriving solute: its flux is N_B √(D_B/(πt)), whose time integral is this expression. For small γ the oxygen relation is ξ² = 2N_S D_O t/(ν f). Squaring the first result and inserting the second,

4N_B² D_B t/π = 2f N_S D_O t/ν,

so that

f = 2ν D_B N_B²/(π N_S D_O). (L)

Setting f = N_max in (L) returns Wagner's formula. The square on N_B has two sources. A richer alloy supplies more solute in a given time, and the denser precipitate also slows the front, so that the solute is deposited in a thinner zone.

**A numerical check of both derivations**

Both routes use a sharp front and the √t law. A finite-difference calculation was made without either: oxygen and solute diffuse on a grid, and wherever they meet they precipitate at once until one is used up. It used N_S = 0.0075 and D_O/D_B = 10, with ν, g* and the molar volumes as before. The threshold formula gives N_crit = 0.0720 with u = 0.406.

At that composition the calculated oxide volume fraction was 0.300, equal to g* to the digits given. The front stood at 62.5 grid cells, against 62.9 from the formula, a difference below the one-cell resolution. At Wagner's value, N_B = 0.1085, the oxide fraction was 0.558, far above g*. These results test the solution of the diffusion problem. They do not test whether a real precipitate zone blocks at g*, since the calculation contains no blocking. The remaining values are in the numerical output.

**What each derivation assumes**

The physical assumptions are common to both: constant diffusivities, immobile precipitates, negligible solubility product, no swelling, unhindered oxygen below g*, and blocking at g*. The differences lie in what is taken as known about the solution.

The first derivation builds the concentration fields. It assumes that each depends on x/√t alone, solves for them, and checks the boundary conditions. It thereby shows that a solution with constant f exists, and it supplies the profiles, which could be compared with measured ones.

The second assumes that such a solution exists, with a front following √t, constant f and bounded concentrations. It then finds the values that f and γ must have. It gives no profiles, but it shows that the threshold can be found without them, from the diffusion equations, the front balances, and the initial and boundary values.

The two also respond differently when an assumption is relaxed. If D_B depends on the solute fraction, the problem still has no length of its own, so the √t law and the first method survive, with an ordinary differential equation that must in general be solved numerically. The exponential weight no longer removes the unknown profile, and the second method loses its simple form. If instead the surface oxygen content changes with time, the profiles (5) and (6) are lost. Balance (E) still holds at each instant, with f now varying, but it no longer fixes f by itself.

**What the blocking fraction means**

Neither derivation gives g*, and the threshold depends on it. Raising g* from 0.2 to 0.4 in the example raises N_W from 0.056 to 0.079, a factor √2. It raises N_crit from 0.041 to 0.063, a factor of about 1.5. The stronger response of N_crit can be read from N_crit ≈ N_W − P: the subtracted term does not depend on g*, so the relative change is larger. At these values of u the first-order form gives the direction but not the size: it predicts a factor 1.64, against the actual 1.54.

The definition of g* matters too. So far it has referred to the original volume. If it is meant as the share of oxide in the actual volume of the zone, and lattice sites are conserved, each original site now carries f units of oxide and 1 − f atoms of A. Taking V_m as the molar volume of A,

g* = f V_ox/[f V_ox + (1 − f)V_m].

Solving for f gives

N_max = g*/[g* + (1 − g*)V_ox/V_m].

For g* = 0.3 this is 0.176 instead of 0.150, and N_crit becomes 5.8 at.% instead of 5.25 at.%. This figure changes the definition of g* only and still ignores swelling in the diffusion problem. If the oxygen path through the zone is also lengthened by the factor 1 + f = 1.18, with the permeability otherwise unchanged, the value is about 5.4 at.%. A value of g* must be used with the definition under which it was obtained.

**Where the criterion stops**

The metal ahead of the front must be thick compared with the solute diffusion length, 60 µm after 100 h in the example. The specimen must therefore exceed the front depth, which is 2u times that length, by several such lengths. In a thinner one the supply of solute runs down and the enrichment is no longer constant. If precipitates hinder oxygen well before g*, the effective D_O is lower. To the extent that a smaller constant D_O represents this, the threshold falls, because u falls at fixed γ. The opposite also occurs in real alloys, where oxide/metal interfaces can carry oxygen faster than the matrix does. In the example, doubling D_O raises N_crit to 6.7 at.%, and five times D_O raises it to 8.9 at.%, above the 6.86 at.% that Wagner's formula gives with the nominal D_O. The bound N_crit < N_W compares two formulas at the same parameters; it does not make N_W a safe value for a real alloy. The model also takes A to be noble, whereas the base metals of most practical alloys form oxides of their own unless the oxygen pressure is low enough.

The criterion also concerns the onset of a continuous layer. Once the layer exists, it must be fed with solute from an alloy that is being depleted, and whether the supply keeps pace with the growth of the scale is a separate condition. An alloy may satisfy the criterion derived here and still fail to maintain its scale.

Numbers as computed

```
surface oxygen mole fraction N_S = 3.0e-05
D_O = 1.0e-11 m^2/s, D_B = 1.0e-14 m^2/s
nu = 1.5, critical volume fraction g* = 0.3
V_m = 7.0 cm^3/mol, V_ox = 14.0 cm^3/mol
permeability N_S*D_O = 3.00e-16 m^2/s
D_O/D_B = 1000.0
P = N_S*D_O/(nu*D_B) = 0.02000
N_max = 0.1500 (mole fraction)
gamma at threshold = 0.008165
u at threshold = 0.25819
exp(u^2)*erfc(u) = 0.76430, F(u) = 0.34977
Wagner threshold N_W = 0.06865 = 6.86 at.%
model threshold N_crit = 0.05247 = 5.25 at.%
N_W/N_crit = 1.3084
first-order N_crit/N_W = 0.7087
enrichment f/N_B at threshold = 2.859
front depth after 100 h at threshold = 30.98 um
oxide volume fraction g at N_B = N_W: 0.4651
10% overestimate: u = 0.0868, N_W/N_max = 0.1539
g* as share of actual zone volume:
  N_max = 0.1765, N_W = 0.07446, N_crit = 0.05803
effect of g*: g*, N_W, N_crit
  0.2  0.05605  0.04056
  0.3  0.06865  0.05247
  0.4  0.07927  0.06265
permeability (m^2/s), u, N_W, N_crit
  3.0e-18  0.0258  0.00686  0.00667
  3.0e-17  0.0816  0.02171  0.01984
  3.0e-16  0.2582  0.06865  0.05247
  3.0e-15  0.8163  0.21708  0.10494
  3.0e-14  2.5763  0.68647  0.14060
simulation: N_S = 0.0075, D_O/D_B = 10, u = 0.4060
  at N_B = N_crit = 0.07203: g simulated 0.3000, formula 0.3000
  front simulated 62.5, formula 62.9 grid cells
  at N_B = N_W = 0.10854: g simulated 0.5577, formula 0.5577
```
